# The Casimir–Polder Integral for the Dispersion Coefficient C6

## Two systems with one excitation each

Take two identical systems far apart. Each has a ground state of energy zero and one excited state of energy $\omega>0$, and neither state has a dipole moment. The interaction $V$ between their dipoles can then change the state of both systems together, but not of one alone. It connects the state in which both are in the ground state to the state in which both are excited, with a real matrix element $v$. In this pair of states the Hamiltonian and its lower eigenvalue are

$$
\begin{pmatrix}0&v\\ v&2\omega\end{pmatrix},\qquad
E=\omega-\sqrt{\omega^2+v^2}\simeq-\frac{v^2}{2\omega}\quad(|v|\ll\omega). \tag{1}
$$

The energy is lowered although neither system has a dipole on average. Since a dipole–dipole interaction falls off as $R^{-3}$ with the distance $R$, the attraction falls off as $R^{-6}$.

The denominator $2\omega$ is the cost of exciting both systems. It can be written as an integral over a product of two factors, one for each system:

$$
\frac{1}{2\omega}=\frac{2}{\pi}\int_0^\infty
\frac{\omega}{\omega^2+u^2}\,\frac{\omega}{\omega^2+u^2}\,du. \tag{2}
$$

To check this, put $u=\omega\tan\theta$. Then $du=\omega\sec^2\theta\,d\theta$ and $\omega^2+u^2=\omega^2\sec^2\theta$, so that

$$
\int_0^\infty\frac{du}{(\omega^2+u^2)^2}
=\frac{1}{\omega^3}\int_0^{\pi/2}\cos^2\theta\,d\theta
=\frac{\pi}{4\omega^3}. \tag{3}
$$

Multiplication by $2\omega^2/\pi$ gives $1/(2\omega)$.

With a single excitation energy shared by both systems this is a curiosity. For systems with many excitations, identical or not, its extension to two unequal energies is useful, because the denominator $\omega_n+\omega_m$ ties each excitation of one system to each excitation of the other. An integral of products separates them, and each factor turns out to be part of a polarizability.

## The integral identity

For real $a>0$ and $b>0$ the claim is

$$
\frac{1}{a+b}=\frac{2}{\pi}\int_0^\infty
\frac{ab}{(a^2+u^2)(b^2+u^2)}\,du. \tag{4}
$$

The case $a=b$ is equation (2). For $a\neq b$, subtract two simple fractions:

$$
\frac{1}{a^2+u^2}-\frac{1}{b^2+u^2}
=\frac{b^2-a^2}{(a^2+u^2)(b^2+u^2)}. \tag{5}
$$

Division by $b^2-a^2$, which is not zero, expresses the product in (4) through terms with known integrals:

$$
\int_0^\infty\frac{du}{a^2+u^2}
=\left[\frac1a\arctan\frac ua\right]_0^\infty=\frac{\pi}{2a}
\qquad(a>0). \tag{6}
$$

Therefore

$$
\begin{aligned}
\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}
&=\frac{1}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)\\
&=\frac{1}{(b-a)(b+a)}\,\frac{\pi}{2}\,\frac{b-a}{ab}
=\frac{\pi}{2ab(a+b)}.
\end{aligned} \tag{7}
$$

Multiplication by $2ab/\pi$ proves (4).

Positivity entered in (6). For a negative $a$ the integral there is $\pi/(2|a|)$, since the integrand depends on $a^2$ alone. For nonzero real $a$ and $b$ the right side of (4) is therefore

$$
\frac{2}{\pi}\,ab\,\frac{\pi}{2|a||b|(|a|+|b|)}
=\frac{\operatorname{sgn}(ab)}{|a|+|b|}. \tag{8}
$$

With $a=-0.5$ and $b=1.2$ this is $-1/1.7=-0.588$, whereas $1/(a+b)=1/0.7=1.429$. In the application $a$ and $b$ are excitation energies, which are positive if both systems start in their ground states. A system that starts in an excited state also has transitions downwards, with negative energies, and (4) cannot be used for them.

## The interaction at large distance

From here on atomic units are used, with $\hbar=e=m_e=4\pi\varepsilon_0=1$. Energies are in hartree ($E_h$) and lengths in bohr ($a_0$). A frequency and the corresponding energy have the same numerical value.

Let A and B be neutral, with centres separated by $R$ along the $z$ axis. A charge $q_i$ of A sits at $\mathbf r_i$ from the centre of A, and a charge $Q_j$ of B at $\mathbf s_j$ from the centre of B. The charge clouds do not overlap, so each electron can be assigned to one system. The interaction is taken as instantaneous, which requires the travel time of light, $R/c$, to be short compared with $1/\omega$ for the excitations that matter. At larger distances retardation changes the law.

With $\mathbf x=\mathbf s_j-\mathbf r_i$, the distance between the two charges is $|R\hat{\mathbf z}+\mathbf x|$. Set $\varepsilon=2x_z/R+x^2/R^2$ and use $(1+\varepsilon)^{-1/2}=1-\varepsilon/2+3\varepsilon^2/8-\dots$:

$$
\frac{1}{|R\hat{\mathbf z}+\mathbf x|}
=\frac1R-\frac{x_z}{R^2}+\frac{3x_z^2-x^2}{2R^3}+O(R^{-4}). \tag{9}
$$

This is multiplied by $q_iQ_j$ and summed over all charges. A term that does not contain $\mathbf r_i$ is multiplied by $\sum_i q_i=0$, and one that does not contain $\mathbf s_j$ by $\sum_jQ_j=0$. What survives to this order are the mixed parts of the squares, $x^2\to-2\,\mathbf r_i\cdot\mathbf s_j$ and $x_z^2\to-2\,r_{iz}s_{jz}$. With the dipoles $\mathbf d^A=\sum_iq_i\mathbf r_i$ and $\mathbf d^B=\sum_jQ_j\mathbf s_j$,

$$
V=\frac{\mathbf d^A\cdot\mathbf d^B-3d^A_zd^B_z}{R^3}
=\frac{1}{R^3}\sum_{ij}T_{ij}\,d^A_i\,d^B_j,
\qquad T=\operatorname{diag}(1,1,-2). \tag{10}
$$

From here on, $i$ and $j$ label Cartesian components.

## Second-order energy

Let $|n\rangle$ be the states of A with energies $\omega_n$ above its ground state, and $|m\rangle$ those of B with energies $\omega_m$. Both ground states are nondegenerate and have no permanent dipole. The wavefunctions are chosen real, as is possible without magnetic fields or spin-dependent forces. The transition dipoles $\mathbf d_n=\langle n|\mathbf d^A|0\rangle$ and $\mathbf D_m=\langle m|\mathbf d^B|0\rangle$ are then real vectors.

In first order, $\langle00|V|00\rangle$ contains the two ground-state dipoles and vanishes. In second order,

$$
E^{(2)}=-\sum_{(n,m)\ne(0,0)}\frac{|\langle nm|V|00\rangle|^2}{\omega_n+\omega_m}. \tag{11}
$$

If one system stays in its ground state, the matrix element contains that system's ground-state dipole and is zero. Both systems must be excited, and

$$
E^{(2)}=-\frac{1}{R^6}\sum_{n,m\neq0}
\frac{\big(\sum_{ij}T_{ij}\,d_{n,i}\,D_{m,j}\big)^2}{\omega_n+\omega_m}. \tag{12}
$$

Every term is negative or zero. Dipole elements between two excited states do not occur at this order.

## Average over orientations

For molecules the energy (12) depends on how they are turned. We average it over all orientations of A and of B, independently and with equal weight. The average also disposes of the permanent quadrupoles and higher moments that a molecule may have. A neutral charge distribution averaged over all its orientations is spherical and produces no field outside itself, so these moments contribute nothing to the averaged first-order energy. In second order, the interactions omitted from (10) give energies that fall off faster than $R^{-6}$.

Expand the square in (12):

$$
\Big(\sum_{ij}T_{ij}d_{n,i}D_{m,j}\Big)^2
=\sum_{ijkl}T_{ij}T_{kl}\,(d_{n,i}d_{n,k})(D_{m,j}D_{m,l}). \tag{13}
$$

Consider $\langle d_{n,i}d_{n,k}\rangle$ for $i\ne k$. A rotation by $\pi$ about axis $i$ keeps $d_{n,i}$ and reverses $d_{n,k}$. The uniform average cannot change under this rotation, yet it changes sign, so it is zero. For $i=k$ the three averages are equal by symmetry and add up to $|\mathbf d_n|^2$. Hence

$$
\langle d_{n,i}d_{n,k}\rangle=\tfrac13|\mathbf d_n|^2\delta_{ik},\qquad
\langle D_{m,j}D_{m,l}\rangle=\tfrac13|\mathbf D_m|^2\delta_{jl}. \tag{14}
$$

The average of (13) is $\frac19|\mathbf d_n|^2|\mathbf D_m|^2\sum_{ij}T_{ij}^2$, and $\sum_{ij}T_{ij}^2=1+1+4=6$. The factor is $6/9=2/3$. Writing the averaged energy as $-C_6/R^6$ gives

$$
C_6=\frac23\sum_{n,m\neq0}\frac{|\mathbf d_n|^2|\mathbf D_m|^2}{\omega_n+\omega_m}. \tag{15}
$$

For two spherical atoms the energy does not depend on orientation, and the average changes nothing. The sums then include every member of a degenerate excited level.

## What the polarizability at imaginary frequency means

Apply to system A a uniform field $\mathbf F e^{ut}$ with $u>0$, which grows from zero in the distant past. An oscillation is written $e^{-i\omega t}$, and setting $\omega=iu$ turns it into $e^{ut}$. The response to this real, growing field is therefore called the polarizability at the imaginary frequency $iu$.

The perturbation is $-\mathbf d^A\cdot\mathbf F e^{ut}$. To first order in $\mathbf F$ the state is $|0\rangle+\sum_{n\ne0}c_n(t)e^{-i\omega_nt}|n\rangle$, with

$$
i\dot c_n=-(\mathbf d_n\cdot\mathbf F)\,e^{(u+i\omega_n)t}. \tag{16}
$$

Dividing by $i$ turns the factor $-1$ into $i$. Integration from $t=-\infty$, where $c_n=0$, gives

$$
c_n=\frac{i\,(\mathbf d_n\cdot\mathbf F)}{u+i\omega_n}\,e^{(u+i\omega_n)t}
=\frac{\mathbf d_n\cdot\mathbf F}{\omega_n-iu}\,e^{(u+i\omega_n)t}, \tag{17}
$$

where numerator and denominator were multiplied by $-i$ in the last step. The induced dipole is the cross term between $|0\rangle$ and the admixed states, plus its complex conjugate. The phases $e^{\pm i\omega_nt}$ cancel:

$$
\begin{aligned}
\langle\mathbf d^A\rangle(t)
&=\sum_{n\neq0}\mathbf d_n(\mathbf d_n\cdot\mathbf F)\,e^{ut}
\left[\frac{1}{\omega_n-iu}+\frac{1}{\omega_n+iu}\right]\\
&=\sum_{n\neq0}\frac{2\omega_n}{\omega_n^2+u^2}\,
\mathbf d_n(\mathbf d_n\cdot\mathbf F)\,e^{ut}.
\end{aligned} \tag{18}
$$

The coefficient of the field is the polarizability tensor. One third of its trace is the mean polarizability

$$
\alpha_A(iu)=\frac23\sum_{n\neq0}\frac{\omega_n|\mathbf d_n|^2}{\omega_n^2+u^2}, \tag{19}
$$

and $\alpha_B(iu)$ has the same form with $\omega_m$ and $\mathbf D_m$. At $u=0$ it is the static polarizability. It is real and positive, and it falls steadily as $u$ grows, because a field that rises faster than the system can follow induces less dipole. No denominator vanishes, so there are no resonances on the imaginary axis.

## Separating the two systems

Insert (4) into (15) with $a=\omega_n$ and $b=\omega_m$:

$$
C_6=\frac23\,\frac2\pi\sum_{n,m\neq0}\int_0^\infty
\frac{\omega_n|\mathbf d_n|^2}{\omega_n^2+u^2}\,
\frac{\omega_m|\mathbf D_m|^2}{\omega_m^2+u^2}\,du. \tag{20}
$$

All terms are positive, so the sums may be taken inside the integral. There the double sum is a product of two single sums. By (19) these are $\frac32\alpha_A(iu)$ and $\frac32\alpha_B(iu)$, and the factors combine to $\frac23\cdot\frac2\pi\cdot\frac94=\frac3\pi$:

$$
\boxed{\,C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du\,} \tag{21}
$$

This is the Casimir–Polder integral. States in the continuum are included by replacing their part of each sum with an integral over energy; the argument is unchanged.

If each system has a single excitation energy, $\omega_A$ and $\omega_B$, then (19) at $u=0$ gives $|\mathbf d|^2=\frac32\omega_A\alpha_A(0)$, and likewise for B. Equation (15) becomes London's formula,

$$
C_6=\frac32\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}\,\alpha_A(0)\,\alpha_B(0). \tag{22}
$$

Static polarizabilities alone do not determine $C_6$; their decay with $u$ is also needed. In (22) that decay is fixed by one energy per system, and with several excitation energies the whole function $\alpha(iu)$ enters.

If the ground states do have permanent dipoles, (11) contains further terms in which one system alone is excited. They describe induction and also fall off as $R^{-6}$. Equation (21) then gives the dispersion part, in which both systems are excited, and not the whole second-order energy.

## A worked example

Two model systems with two excited states each are small enough to follow by hand. The parameters are round numbers and represent no particular substance.

| System | $\omega$ ($E_h$) | squared transition dipole ($e^2a_0^2$) |
|---|---|---|
| A | 0.4 | 2.25 |
| A | 1.0 | 1.00 |
| B | 0.6 | 2.00 |
| B | 1.4 | 1.00 |

The double sum (15) has four terms, in $E_ha_0^6$:

$$
\begin{aligned}
\tfrac23\,(2.25)(2.00)/(0.4+0.6)&=3.000,\\
\tfrac23\,(2.25)(1.00)/(0.4+1.4)&=0.833,\\
\tfrac23\,(1.00)(2.00)/(1.0+0.6)&=0.833,\\
\tfrac23\,(1.00)(1.00)/(1.0+1.4)&=0.278.
\end{aligned} \tag{23}
$$

Their sum is $C_6=4.944\,E_ha_0^6$. The pair with the lowest excitation energies and the largest transition dipoles supplies about 61% of it.

For the integral, each system is treated separately. At $u=0.5\,E_h$, equation (19) gives

$$
\begin{aligned}
\alpha_A&=\tfrac23\left(\frac{0.4\times2.25}{0.16+0.25}+\frac{1.0\times1.00}{1.00+0.25}\right)=1.997\,a_0^3,\\
\alpha_B&=\tfrac23\left(\frac{0.6\times2.00}{0.36+0.25}+\frac{1.4\times1.00}{1.96+0.25}\right)=1.734\,a_0^3.
\end{aligned} \tag{24}
$$

The static values are $4.417$ and $2.698\,a_0^3$. At $u=2\,E_h$ the polarizabilities have fallen to $0.278$ and $0.340\,a_0^3$. System A, the more polarizable one in a static field, is now the less polarizable. In (19) each excitation is weighted by $|\mathbf d_n|^2/\omega_n$ at $u=0$. These weights add up to $5.625+1.000=6.625$ for A against $3.333+0.714=4.048$ for B; the lower excitation energies of A and its larger first transition dipole both contribute to the difference. For $u$ well above the excitation energies, $\alpha$ approaches $\frac23\sum_n\omega_n|\mathbf d_n|^2/u^2$, and this sum is $0.9+1.0=1.9$ for A against $1.2+1.4=2.6$ for B.

The integral of $\alpha_A\alpha_B$ over all $u$ is $5.1778\,E_ha_0^6$, and

$$
C_6=\frac3\pi\times5.1778\,E_ha_0^6=4.944\,E_ha_0^6
=4.73\times10^{-79}\ \mathrm{J\,m^6}, \tag{25}
$$

in agreement with the double sum.

The integral can also be approximated by a weighted sum that needs the polarizabilities at only a few values of $u$. The substitution $u=u_0(1+x)/(1-x)$, with $du=2u_0\,dx/(1-x)^2$, maps the half-line to $-1<x<1$, where Gauss–Legendre quadrature applies. With $u_0=0.6\,E_h$, rules of two, four and eight points give $4.9544$, $4.9652$ and $4.9444\,E_ha_0^6$. Relative to the full integral, the errors are about 0.2%, 0.4% and one part in a million. The four-point rule is worse than the two-point rule, so the error does not fall steadily with the number of points, and the good two-point value is no evidence of convergence.

The coefficient can also be found without perturbation theory. The numerical check gives the models dipole elements among their excited states as well, diagonalizes the full Hamiltonian with the interaction (10), and averages the lowest energy over orientations. The quantity $-R^6E$ is then $4.9430$, $4.9444$ and $4.9444\,E_ha_0^6$ at $R=5$, $10$ and $20\,a_0$. Its deviations from $C_6$, relative to $C_6$, are $2.9\times10^{-4}$, $4.5\times10^{-6}$ and $7.0\times10^{-8}$. The additional dipole elements thus drop out of the limit, as (12) requires.

Each doubling of $R$ reduces the deviation by a factor of about $64=2^6$. This is consistent with a correction to the energy proportional to $R^{-12}$, the power expected in fourth order in $V$. A third-order term, proportional to $R^{-9}$, is absent from the average because all dipole elements of model A lie in one plane. A rotation of A by $\pi$ about the normal to that plane reverses them all and turns $V$ into $-V$, so every odd order averages to zero. If neither system had this property, an $R^{-9}$ term could survive the average. The $R^{-12}$ behaviour therefore describes this model, with its coplanar dipoles in A and its purely dipolar interaction. In real systems the higher multipoles omitted from (10) add corrections that fall off more slowly than $R^{-12}$, so the rapid approach seen here should not be expected of them.

## Table of computed values

```
Identity: a, b, integral side, 1/(a+b)  [all dimensionless]
   0.40  0.60 1.00000000 1.00000000
   1.00  1.00 0.50000000 0.50000000
   0.05  3.00 0.32786885 0.32786885
Opposite signs, where the identity fails:
  -0.50  1.20 -0.588235 1.428571
Two unit dipoles, R = 10 a0: four charges -0.00128000 Eh, formula -0.00128000 Eh
Model A: omega = 0.4 Eh, |d|^2 = 2.25 (e a0)^2
Model A: omega = 1.0 Eh, |d|^2 = 1.00 (e a0)^2
Model B: omega = 0.6 Eh, |d|^2 = 2.00 (e a0)^2
Model B: omega = 1.4 Eh, |d|^2 = 1.00 (e a0)^2
Growing field, u = 0.5 Eh: propagated alpha, formula [a0^3]
  A: 1.996748 1.996748
  B: 1.733798 1.733798
u [Eh], alpha_A(iu) [a0^3], alpha_B(iu) [a0^3]
  0.0 4.416667 2.698413
  0.5 1.996748 1.733798
  1.0 0.850575 0.903551
  2.0 0.277564 0.340086
Pair contributions to C6: omega_A, omega_B [Eh], term [Eh a0^6]
  0.4 0.6 3.000000
  0.4 1.4 0.833333
  1.0 0.6 0.833333
  1.0 1.4 0.277778
Integral of alpha_A alpha_B du = 5.177810 Eh a0^6
C6 from double sum = 4.944444 Eh a0^6
C6 from integral   = 4.944444 Eh a0^6
C6 converted       = 4.7335e-79 J m^6
Gauss-Legendre, u = 0.6 Eh (1+x)/(1-x): points, C6 [Eh a0^6]
  2 4.954363
  4 4.965203
  8 4.944440
Exact diagonalization, 5625 orientation pairs:
R [a0], mean energy [Eh], -R^6 * mean energy [Eh a0^6]
     5 -3.163542e-04 4.943035
    10 -4.944422e-06 4.944422
    20 -7.725694e-08 4.944444
Relative deviations from C6: 2.9e-04, 4.5e-06, 7.0e-08
```
